# Ion flux from the post-burst voltage slope of a planar probe

## Form of the answer

A planar probe of area \(A\) is connected to an rf source through a capacitor \(C\). When an rf burst ends, the probe is left below its floating potential, the voltage at which it collects no net current, and collected ions make its voltage \(V(t)\) rise. Suppose that the ion flux \(\Gamma_i\) depends on the elementary charge \(e\), on \(A\), on \(C\) and on the slope \(\dot V=dV/dt\) alone. Try

\[
\Gamma_i\propto e^pA^qC^r\dot V^s .
\]

In terms of charge \(Q\), length \(L\), time \(T\) and energy \(\mathcal E\), the dimensions are

\[
[\Gamma_i]=L^{-2}T^{-1},\quad [C]=Q^2\mathcal E^{-1},\quad [\dot V]=\mathcal E Q^{-1}T^{-1}.
\]

Time requires \(s=1\), energy requires \(r=s=1\), charge requires \(p+2r-s=0\), hence \(p=-1\), and length requires \(q=-1\). Therefore

\[
\Gamma_i=F\,\frac{C\dot V}{eA}.
\]

The number \(F\) may depend on dimensionless ratios formed with other quantities: the probe voltage over the electron temperature, other capacitances over \(C\), and leakage current over ion current. Dimensions cannot show when \(F\) is close to one. That requires the charge balance of the probe.

## Setting and theorem

Voltages are relative to ground, current from plasma to probe is positive, and the electron temperature \(T_e\) is in volts. The assumptions are these.

1. The plasma is steady and is sustained independently of the burst. Its sheath-edge potential \(V_s\) and edge density \(n_s\) are constant.
2. A guard ring driven like the probe keeps the collecting area at the sheath edge equal to \(A\).
3. Electrons are Maxwellian. Ions have mass \(M\) and charge \(+e\), are cold, enter the sheath at the Bohm speed \(u_B=\sqrt{eT_e/M}\), and cross it without collisions. Surfaces emit no electrons.
4. The probe node has stray capacitance \(C_x\) and leakage resistance \(R\) to ground. After the burst the source stays at 0 V with low impedance.
5. The voltage then changes slowly compared with the ion transit time of the sheath.

The time \(0+\) means a few ion transit times after the burst, still early in the discharge. Let \(V_0=V(0+)\), and let \(V_f\) be the floating potential, at which ion and electron currents cancel.

**Theorem.** Under these assumptions, for \(V_0<V_f\),

\[
\boxed{\Gamma_i=\frac{C_{\rm tot}\dot V(0+)+V_0/R}
{eA\left[1-e^{(V_0-V_f)/T_e}\right]}},\qquad C_{\rm tot}=C+C_x+C_s, \tag{1}
\]

where \(C_s\) is the sheath capacitance of Lemma 2 at \(V_0\). If \(V_f-V_0\gg T_e\), \(C_x+C_s\ll C\), and \(|V_0|/R\ll eA\Gamma_i\), then to leading order

\[
\Gamma_i\simeq\frac{C}{eA}\dot V(0+). \tag{2}
\]

## Lemma 1: particle currents

**Lemma 1.** For \(V\le V_s\), the steady ion and electron contributions give a net current

\[
I_i-I_e=I_i\left[1-e^{(V-V_f)/T_e}\right],\quad I_i=eA\Gamma_i=eAn_su_B, \tag{3}
\]

with

\[
V_f=V_s-\frac{T_e}{2}\ln\frac{M}{2\pi m},
\]

where \(m\) is the electron mass.

**Proof.** An electron reaches the probe if its velocity \(v\) toward it exceeds \(v_c\), where \(mv_c^2/2=e(V_s-V)\). Taking a full Maxwellian of density \(n_s\) at the edge, which neglects the missing return of the collected electrons and is a good approximation unless \(V\) is close to \(V_s\), the flux is

\[
\Gamma_e=n_s\sqrt{\frac{m}{2\pi eT_e}}\int_{v_c}^{\infty}v\,e^{-mv^2/(2eT_e)}dv .
\]

The integral equals \((eT_e/m)e^{-mv_c^2/(2eT_e)}\). Hence

\[
\Gamma_e=n_s\sqrt{\frac{eT_e}{2\pi m}}\,e^{-(V_s-V)/T_e}.
\]

At \(V=V_f\) this must equal \(n_s\sqrt{eT_e/M}\), so

\[
e^{-(V_s-V_f)/T_e}=\sqrt{\frac{2\pi m}{M}} .
\]

Taking the logarithm gives \(V_f\). Dividing \(\Gamma_e(V)\) by \(\Gamma_e(V_f)=\Gamma_i\) gives \(I_e=I_ie^{(V-V_f)/T_e}\). ∎

For \(V>V_s\) the barrier has vanished and the exponential no longer applies. The electron current is then held at its value at \(V_s\) in this model.

## Lemma 2: current needed to move the sheath edge

As the probe becomes less negative, the sheath shrinks. Electrons fill the width it vacates, and their motion is a current that Lemma 1 omits.

**Lemma 2.** Let \(U=V_s-V\) be the sheath voltage. For quasi-static changes the total current from the plasma is

\[
I_p=I_i-I_e-C_s\dot V,\qquad
C_s=\frac{eAn_s(1-e^{-U/T_e})}{E_w}, \tag{4}
\]

where the field \(E_w\) at the probe is given by

\[
E_w^2=\frac{2en_sT_e}{\varepsilon_0}
\left[\sqrt{1+\frac{2U}{T_e}}+e^{-U/T_e}-2\right]. \tag{5}
\]

**Proof.** Let \(\psi\ge0\) be the potential drop from the sheath edge. Energy conservation gives an ion speed \(u_B\sqrt{1+2\psi/T_e}\). Constant flux then fixes the ion density, and the electrons follow the Boltzmann relation:

\[
n_i=\frac{n_s}{\sqrt{1+2\psi/T_e}},\qquad n_e=n_se^{-\psi/T_e}.
\]

With \(x\) increasing toward the probe and \(E=d\psi/dx\), Poisson's equation is

\[
\frac{d^2\psi}{dx^2}=\frac{en_s}{\varepsilon_0}
\left[\left(1+\frac{2\psi}{T_e}\right)^{-1/2}-e^{-\psi/T_e}\right].
\]

Multiply by \(d\psi/dx\) and integrate from the edge, where \(\psi=E=0\). The left side becomes \(E^2/2\). The two terms on the right integrate to \(T_e(\sqrt{1+2\psi/T_e}-1)\) and \(T_e(e^{-\psi/T_e}-1)\). Setting \(\psi=U\) gives (5).

Now count the electrons \(N_e\) between the probe and a fixed plane many Debye lengths into the plasma. Displacement current is negligible at that plane, and the ion current there is taken to stay at \(I_i\), with the plasma beyond the plane unchanged. This is an added assumption. A slow edge does not guarantee it, because the response of that plasma is of order the edge speed over \(u_B\), the same order as the term kept below. Equation (4) therefore fixes \(C_s\) only within this model. The electrons entering must supply both the collected current and the change of \(N_e\), so

\[
I_p=I_i-I_e-e\frac{dN_e}{dt}. \tag{6}
\]

Poisson's equation does not contain \(x\) explicitly. All sheath voltages therefore use the same profile, cut off by the probe at different positions. Raising \(U\) by \(dU\) moves the cut along the profile by \(dU/E_w\). A region of fixed length then gains a slice of density \(n_se^{-U/T_e}\) at the probe and loses one of density \(n_s\) at the plasma end:

\[
\frac{dN_e}{dU}=-\frac{An_s(1-e^{-U/T_e})}{E_w}=-\frac{C_s}{e}.
\]

Since \(\dot U=-\dot V\), we have \(e\,dN_e/dt=C_s\dot V\). Substitution in (6) gives (4). ∎

For \(U\gg T_e\), equation (4) says that \(C_s\dot V/I_i=(\dot V/E_w)/u_B\). This is the speed of the retreating sheath edge over the Bohm speed. A small \(C_s\dot V\) therefore also means that the plasma can follow the edge easily. For the stronger condition \(\sqrt{2U/T_e}\gg2\), (5) gives \(E_w\propto U^{1/4}\), so \(C_s\) falls slowly, as \(U^{-1/4}\). The approach is slow: the local exponent is 0.35 at \(U/T_e=22\) and 0.29 at \(U/T_e=100\).

## Proof of the theorem

The charge on the probe side of the circuit is \(C(V-V_{\rm src})+C_xV\), where \(V_{\rm src}\) is the source voltage. It grows by the plasma current and falls by the leakage current \(V/R\). Thus

\[
(C+C_x)\dot V=C\dot V_{\rm src}+I_p-\frac VR . \tag{7}
\]

After the burst \(\dot V_{\rm src}=0\). Inserting (3) and (4) gives

\[
(C+C_x)\dot V=I_i\left[1-e^{(V-V_f)/T_e}\right]-C_s\dot V-\frac VR .
\]

Move \(C_s\dot V\) and \(V/R\) to the left:

\[
C_{\rm tot}\dot V+\frac VR=I_i\left[1-e^{(V-V_f)/T_e}\right].
\]

At \(0+\), divide by the bracket, which is positive because \(V_0<V_f\), and then by \(eA\). This is (1). Dropping the small terms named in the theorem gives (2). ∎

For a negative \(V_0\), the term \(V_0/R\) is negative. Leakage then helps the ions to raise the voltage, and its share must be subtracted.

Solving the same balance for \(\dot V\) gives the error of the simple formula directly:

\[
\frac{C\dot V/(eA)}{\Gamma_i}=\frac{C}{C_{\rm tot}}
\left[1-e^{(V_0-V_f)/T_e}-\frac{V_0}{RI_i}\right]. \tag{8}
\]

Extra capacitance and remaining electron current lower the estimate. Leakage to a negative probe raises it, so a partial cancellation can hide two separate errors.

## Lemma 3: the bias left by the burst

The theorem uses a measured \(V_0\). What remains is to find how strong a burst must be to suppress the electron current.

During the burst, take the ion current as constant, and neglect leakage and sheath displacement current. The displacement current can exceed the ion current, but it averages to zero over a steady rf cycle and barely distorts the probe voltage when \(C_s\ll C_0\). Write \(C_0=C+C_x\) and

\[
V=V_c(t)+aT_e\sin\omega t .
\]

Here \(aT_e\) is the amplitude at the probe. The source amplitude is larger by the factor \(C_0/C\), so that the oscillating terms in (7) cancel.

**Lemma 3.** If the peak voltage stays below \(V_s\) and the rf period \(T_{\rm rf}\) is short compared with

\[
\tau=\frac{C_0T_e}{I_i},
\]

the slow voltage settles at

\[
V_c=V_f-T_e\ln I_0(a), \tag{9}
\]

where \(I_0\) with an argument is the modified Bessel function of order zero.

**Proof.** Equation (7) becomes

\[
C_0\dot V_c=I_i\left[1-e^{(V_c-V_f)/T_e}e^{a\sin\omega t}\right].
\]

Define \(w=e^{(V_f-V_c)/T_e}\). Then \(\dot w=-w\dot V_c/T_e\), and multiplication by \(\tau\) gives

\[
\tau\dot w=-w+e^{a\sin\omega t}. \tag{10}
\]

The nonlinear circuit has become a linear equation. Any difference between two of its solutions decays as \(e^{-t/\tau}\), leaving a periodic solution. Averaging (10) over one period removes \(\dot w\), so the mean of \(w\) is

\[
\frac1{2\pi}\int_0^{2\pi}e^{a\sin\theta}d\theta=I_0(a).
\]

Because \(w>0\), equation (10) implies \(\dot w<e^{a\sin\omega t}/\tau\). The rise from minimum to maximum within a period is therefore at most \(I_0(a)T_{\rm rf}/\tau\). The relative ripple is small when \(T_{\rm rf}\ll\tau\), and \(w\simeq I_0(a)\) gives (9). ∎

When the source has returned to zero, the capacitor retains this bias, so \(V_0\simeq V_c\). Without leakage, the electron current is the fraction \(1/I_0(a)\) of the ion current, and the initial slope is the ion-only slope times

\[
1-\frac1{I_0(a)} . \tag{11}
\]

Two limits show the role of burst strength. For \(a\ll1\), \(I_0(a)\simeq1+a^2/4\), so (11) tends to \(a^2/4\): a weak burst produces almost no slope, although the ion flux is unchanged. For \(a\gg1\), \(I_0(a)\simeq e^a/\sqrt{2\pi a}\), and the electron fraction becomes exponentially small.

The strong limit also has a ceiling. The peak voltage is then approximately \(V_f+(T_e/2)\ln(2\pi a)\). Requiring it to stay below \(V_s\), and using Lemma 1, gives \(2\pi a<M/(2\pi m)\), or \(a<M/(4\pi^2m)\). Beyond this, electron saturation changes (9), but (1) still holds after release if its own assumptions do.

With leakage, the averaged balance instead reads

\[
I_i\left[1-I_0(a)e^{(V_c-V_f)/T_e}\right]-\frac{V_c}{R}=0, \tag{12}
\]

which makes a negative bias slightly less negative.

## How long the slope remains useful

**Proposition.** Neglect leakage and \(C_s\), and let \(w_0=e^{(V_f-V_0)/T_e}\). Then

\[
V(t)=V_f-T_e\ln\left[1+(w_0-1)e^{-t/\tau}\right]. \tag{13}
\]

If \(w_0>20\), the slope is 5% below its ion-only value \(I_i/C_0=T_e/\tau\) at

\[
t_5=\tau\ln\frac{w_0-1}{19}. \tag{14}
\]

**Proof.** After the burst, set \(a=0\) in (10). Then \(\tau\dot w=1-w\), whose solution is \(w=1+(w_0-1)e^{-t/\tau}\). The definition of \(w\) gives (13). Differentiation gives

\[
\dot V=-T_e\frac{\dot w}{w}=\frac{T_e}{\tau}\left(1-\frac1w\right).
\]

A 5% reduction requires \(w=20\), hence \((w_0-1)e^{-t/\tau}=19\), which gives (14). ∎

For a strongly biased probe, the record is therefore nearly straight for many times \(\tau\) and bends only near the floating potential. In the straight part, the flux can be found without knowing \(T_e\). After a weak burst, (1) requires both \(T_e\) and \(V_f\).

## Worked example

The model has \(M=40\) u, \(T_e=3\) V, \(n_s=10^{16}\ \mathrm{m^{-3}}\), \(A=1\ \mathrm{cm^2}\) and \(V_s=20\) V. The circuit has \(C=10\) nF, \(C_x=300\) pF and \(R=10\ \mathrm{M\Omega}\). These are chosen parameters. They give \(u_B=2690\) m/s, and hence

\[
\Gamma_i=n_su_B=2.690\times10^{19}\ \mathrm{m^{-2}s^{-1}},\qquad
I_i=431.0\ \mathrm{\mu A}.
\]

The floating potential is 5.96 V, and \(\tau=71.7\ \mathrm{\mu s}\).

**Strong burst.** A 10 MHz burst lasts 500 µs, about \(7\tau\), with amplitude 60 V at the probe, so \(a=20\). Since \(I_0(20)=4.356\times10^7\), equation (9) predicts

\[
V_0=5.96-3\ln(4.356\times10^7)=-46.81\ \mathrm V .
\]

Integration through every rf cycle, including electron saturation and leakage, gives \(-46.77\) V. Equation (12) accounts for most of the difference: the leakage is about 1.1% of \(I_i\), and \(3\ln(1.011)\) V is 0.03 V. A numerical test confirms agreement with (12) within 0.02 V. This holds within the circuit model. Effects left out of it are of the same size as the leakage shift: the missing return of collected electrons near the voltage peak moves the bias by about \(-0.03\) V, and the sheath charge during the cycle, estimated with the quasi-static \(C_s\), by about \(+0.02\) V. The peak probe voltage is 13.2 V, below \(V_s\), as Lemma 3 requires.

A fit over the first 100 µs gives an initial slope of 42.289 V/ms. The simple formula yields

\[
\frac{C\dot V}{eA}=\frac{422.9\ \mathrm{\mu A}}{eA}
=2.6395\times10^{19}\ \mathrm{m^{-2}s^{-1}},
\]

which is 1.9% below the true flux. For the corrected result, \(C_s=2.23\) pF, so \(C_{\rm tot}=10.302\) nF and

\[
C_{\rm tot}\dot V+\frac{V_0}{R}=435.7-4.7=431.0\ \mathrm{\mu A}.
\]

The electron fraction, \(2.3\times10^{-8}\), is negligible. Division by \(eA\) returns

\[
\Gamma_i=2.690\times10^{19}\ \mathrm{m^{-2}s^{-1}}
=2.690\times10^{15}\ \mathrm{cm^{-2}s^{-1}}.
\]

The near-perfect recovery checks the fit and the inversion within one circuit model. It is not an estimate of experimental accuracy, because the simulated discharge uses the same charge balance as the theorem.

By (8), the added capacitance alone would lower the simple estimate by 2.9%, while leakage raises the current by 1.1%. Their partial cancellation explains the 1.9% error.

**Length of the straight part.** Equation (14) gives \(t_5=1050\ \mathrm{\mu s}\) for the ideal circuit. In the full simulation the voltage reaches \(-4.77\) V at 1000 µs, so the mean slope up to then is 42.0 V/ms, 0.7% below the initial one. Two effects suffice to explain this. The leakage averages about 2.6 µA instead of its initial 4.7 µA, a loss of 0.5% of the charging current. On a nearly linear rise, the time integral of \(I_e/I_i\) is about \(\tau e^{(V-V_f)/T_e}\), here 2 µs out of 1000 µs, or 0.2%. At 1500 µs the voltage is 5.86 V, and the slope no longer measures the ion flux.

**Start of the fit.** From the point 3 V below the edge potential to the probe, the sheath is 1.42 mm wide, and ions cross this width in 0.15 µs. These values and \(C_s\) assume no collisions. For an ion–neutral cross section of order \(10^{-18}\ \mathrm{m^2}\) and gas at 300 K, the mean free path equals this width near 3 Pa, so the pressure must lie well below that. At the Bohm speed, plasma covers the same distance in about 0.5 µs. The sheath left by the burst need not match the steady one at \(V_0\). If its edge moved by the whole width, the charge \(en_sA\) times that width would change the probe voltage by 22 mV. This is a scale for the initial transient, not a calculation of it. It is 0.5% of the 4.2 V rise in the fit window, so the first few microseconds are best omitted in a measurement.

The sheath capacitance was also found by solving Poisson's equation and counting electrons in a fixed region. The two values agree within the test tolerance of 0.5%. Both values assume that the plasma beyond the counting plane is unchanged. Suppose instead that a plasma of length \(\ell\) is fed by a fixed uniform ion source and has time to readjust. Then \(n_s\propto\ell\) and its electron content \((1+\pi/4)An_s\ell\) varies as \(\ell^2\), so for a thin sheath the effective capacitance is about \(2+\pi/2\approx3.6\) times larger, near 8 pF. Either value is below 0.1% of \(C\), so the effect here is far smaller than that of \(C_x\).

**Weak burst.** For an amplitude of 6 V, \(a=2\), and the probe is left at 3.49 V, less than one \(T_e\) below \(V_f\). Equation (11) gives a slope factor of 0.561, and the simulation gives 0.560. The simple formula finds 54% of the true flux. Equation (1) recovers the flux within the tested 0.1%, given exact \(T_e\) and \(V_f\), from a 4 µs fit to a simulated record that contains no sheath transient. A measurement does much worse. The transient scale here is about 8.5 mV against a 93 mV rise in that window. Taking \(V_f\) too high by 0.1 V lowers the flux by 2.5%, and taking \(T_e\) too high by 10% raises it by 6.5%. Nearly all of the missing part is electron current, and the small remainder comes mainly from the neglected \(C_x\). Both act from the first instant, so a shorter fit window cannot remove them.

## Remarks on use

**Choice of capacitor.** For a given \(V_0\), both \(\tau\) and \(t_5\) are proportional to \(C_0\). A larger \(C\) lengthens the usable record and reduces the relative effect of \(C_x\), but makes the slope smaller. It does not reduce the relative leakage \(|V_0|/(RI_i)\). That can be reduced by a larger \(R\), or by a weaker burst that still suppresses the electron current, and (1) corrects for what remains.

**Electron emission.** If each arriving ion releases \(\gamma\) electrons that escape into the plasma, each ion transfers charge \((1+\gamma)e\) to the probe. For a strong burst, the right side of (1) then measures \((1+\gamma)\Gamma_i\). The slope alone cannot separate the two factors. A \(\gamma\) of only 0.02 already matches the 1.9% error of the simple formula in the example.

**Collecting area.** Without an effective guard ring, the collecting area depends on the sheath width and therefore on \(V\). In the example the width is a quarter of the 5.6 mm radius of a 1 cm² disc, so the edge cannot be ignored. A straight voltage record does not establish the value of \(A\), which enters the flux directly.

The remaining values are listed in the numerical output.

## Table of computed values

```
ion mass: 40 u
electron temperature Te: 3 V
sheath-edge density: 1e+16 m^-3
probe area: 1 cm^2
coupling capacitance C: 10 nF
stray capacitance: 300 pF
leakage resistance: 10 Mohm
sheath-edge potential: 20 V
rf frequency: 10 MHz
burst length: 500 us
strong burst amplitude at probe: 60 V
source amplitude for strong burst: 61.8 V
Bohm speed: 2690.1 m/s
true ion flux: 2.6901e+19 m^-2 s^-1
true ion current: 430.99 uA
floating potential: 5.9612 V
time constant tau: 71.695 us
I0(a), strong burst: 4.3558e+07
bias formula without leakage: -46.808 V
simulated V0, strong burst: -46.77 V
peak probe voltage, strong burst: 13.23 V
electron/ion current at release: 2.32e-08
slope fit window, strong burst: 100 us
initial slope, strong burst: 42.289 V/ms
leakage current V0/R: -4.677 uA
simple flux C*slope/(eA): 2.6395e+19 m^-2 s^-1
simple/true flux: 0.9812
corrected flux: 2.6901e+19 m^-2 s^-1
corrected flux, converted: 2.6901e+15 cm^-2 s^-1
corrected/true flux minus one: -2.4e-09
time of 5% slope loss, ideal circuit: 1050 us
V at 100 us: -42.543 V
V at 500 us: -25.677 V
V at 1000 us: -4.7719 V
V at 1500 us: 5.8607 V
sheath voltage at release: 66.77 V
Debye length at sheath edge: 0.1288 mm
sheath width from 1 Te drop to wall: 1.422 mm
ion transit time over that width: 0.15 us
sheath capacitance, formula: 2.232 pF
sheath capacitance, electron count: 2.23 pF
sheath rearrangement voltage scale: 22.1 mV
weak burst amplitude at probe: 6 V
simulated V0, weak burst: 3.4893 V
slope fit window, weak burst: 4 us
initial slope, weak burst: 23.445 V/ms
factor 1-1/I0(a), weak burst: 0.56132
simulated slope/ion-only slope, weak: 0.56029
simple/true flux, weak burst: 0.54397
corrected/true flux, weak burst: 1
```
